# Closest approach in a head-on 1 keV silicon-silicon collision: test program

```python
# Result under test: in a head-on collision of a 1 keV Si atom with a free Si
# atom at rest, the closest approach R solves V(R) = E_c, E_c = E*M2/(M1+M2),
# V(R) = (Z*Z/R)*phi(R/a)   (universal screened potential, atomic units).
# Bare Coulomb distance: b = Z*Z/E_c.  Reduced form: phi(x) = eps*x,
# with x = R/a and eps = a/b.  Z: nuclear charge, a: screening length,
# phi: screening function, E: laboratory energy of the projectile.
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from pyscf import gto, scf

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10
COULOMB = HARTREE * BOHR                       # eV angstrom
Z = 14
E_LAB = 1000.0                                 # eV
C = np.array([0.1818, 0.5099, 0.2802, 0.02817])
D = np.array([3.2, 0.9423, 0.4029, 0.2016])


def phi(x):
    return float(np.sum(C * np.exp(-D * x)))


def dphi(x):
    return float(-np.sum(C * D * np.exp(-D * x)))


a = 0.8854 / (2 * Z**0.23)                     # bohr
e_c = 0.5 * E_LAB / HARTREE                    # hartree, equal masses
b = Z * Z / e_c                                # bohr
eps = a / b

# Newton iteration from x = 0
iterates = [0.0]
for _ in range(50):
    x = iterates[-1]
    x_new = x - (phi(x) - eps * x) / (dphi(x) - eps)
    iterates.append(x_new)
    if abs(x_new - x) < 1e-10:
        break
x_root = iterates[-1]
R = a * x_root * BOHR                          # angstrom
b_ang = b * BOHR
assert np.all(np.diff(iterates) > -1e-9)       # monotone rise to the root


def v_universal(r):                            # eV, r in angstrom
    return Z * Z * COULOMB / r * phi(r / (a * BOHR))


def closest(energy, strength=1.0):             # bracketed solution, angstrom
    return brentq(lambda r: strength * v_universal(r) - energy,
                  0.01, 10.0, xtol=1e-13)


assert abs(closest(0.5 * E_LAB) - R) < 1e-8


# Laboratory-frame dynamics of both atoms, unit mass each
def force_universal(r):
    s = r / (a * BOHR)
    return Z * Z * COULOMB * (phi(s) / r**2 - dphi(s) / (r * a * BOHR))


def force_coulomb(r):
    return Z * Z * COULOMB / r**2


def collide(force, start):
    speed = np.sqrt(2 * E_LAB)

    def rhs(t, y):
        f = force(y[1] - y[0])
        return [y[2], y[3], -f, f]

    def turning(t, y):
        return y[2] - y[3]
    turning.terminal = True
    turning.direction = -1
    sol = solve_ivp(rhs, (0, 3 * start / speed), [-start, 0.0, speed, 0.0],
                    method="DOP853", rtol=1e-11, atol=1e-11, events=turning)
    assert len(sol.t_events[0]) == 1
    y = sol.y_events[0][0]
    return y[1] - y[0], 0.5 * (y[2]**2 + y[3]**2)


R_dyn, kinetic_left = collide(force_universal, 15.0)
b_dyn, _ = collide(force_coulomb, 1.0e5)
assert abs(R_dyn / R - 1) < 1e-6
assert abs(kinetic_left / (0.5 * E_LAB) - 1) < 1e-6
# the finite starting distance leaves a relative error near 6e-5
assert abs(b_dyn / b_ang - 1) < 2e-4

# Direct iteration x -> phi(x)/eps is repelled from the root
slope = dphi(x_root) / eps
x_direct = 1.01 * x_root
direct = [x_direct]
for _ in range(6):
    x_direct = phi(x_direct) / eps
    direct.append(x_direct)
assert abs(slope) > 1
assert abs(direct[-1] - x_root) > 5 * abs(direct[0] - x_root)

# Sensitivity of R to the strength of the potential
n_slope = 1 - x_root * dphi(x_root) / phi(x_root)
h = 1e-3
response = (closest(500.0, 1 + h) - closest(500.0, 1 - h)) / (2 * h * R)
assert abs(response * n_slope - 1) < 1e-4
R_strong = closest(0.5 * E_LAB, 1.1)
R_weak = closest(0.5 * E_LAB, 0.9)
R_wrong = closest(E_LAB)

# Spherically averaged Hartree-Fock density of the free Si atom
mol = gto.M(atom="Si 0 0 0", basis="def2-tzvp", spin=2, verbose=0)
mf = scf.UHF(mol)
mf.kernel()
assert mf.converged
dm = mf.make_rdm1()
dm = dm[0] + dm[1]
R_MIN, R_MAX = 1e-5, 15.0
t = np.linspace(np.log(R_MIN), np.log(R_MAX), 500)
r = np.exp(t)
u, wu = np.polynomial.legendre.leggauss(8)
az = 2 * np.pi * np.arange(12) / 12
sin_u = np.sqrt(1 - u**2)
dirs = np.array([[s * np.cos(p), s * np.sin(p), c]
                 for s, c in zip(sin_u, u) for p in az])
w_dir = np.repeat(wu / 2, 12) / 12
coords = (r[:, None, None] * dirs[None]).reshape(-1, 3)
ao = mol.eval_gto("GTOval_sph", coords)
rho = np.sum((ao @ dm) * ao, axis=1).reshape(len(r), -1) @ w_dir
log_rho = CubicSpline(t, np.log(rho))
charge = CubicSpline(t, 4 * np.pi * r**3 * rho).antiderivative()(t)
outer = CubicSpline(t, 4 * np.pi * r**2 * rho).antiderivative()(t)
outer = outer[-1] - outer
assert abs(charge[-1] - Z) < 1e-3
screened_charge = CubicSpline(t, Z - charge - r * outer)

g, wg = np.polynomial.legendre.leggauss(90)


def frozen(dist):
    """Rigid-atom interaction at dist (bohr): electrostatic, kinetic,
    exchange (hartree), and the electron count of one atom on the grid."""
    mu_max = np.arccosh(2 * R_MAX / dist - 1)
    mu = 0.5 * mu_max * (g + 1)
    th = 0.5 * np.pi * (g + 1)
    m, q = np.meshgrid(mu, th, indexing="ij")
    w = np.outer(wg * 0.5 * mu_max, wg * 0.5 * np.pi)
    r1 = np.maximum(0.5 * dist * (np.cosh(m) + np.cos(q)), R_MIN)
    r2 = np.maximum(0.5 * dist * (np.cosh(m) - np.cos(q)), R_MIN)
    vol = (2 * np.pi * (dist / 2)**3 * np.sinh(m) * np.sin(q)
           * (np.cosh(m)**2 - np.cos(q)**2) * w)
    n1, n2 = np.exp(log_rho(np.log(r1))), np.exp(log_rho(np.log(r2)))
    pot1 = screened_charge(np.log(r1)) / r1
    es = (Z * float(screened_charge(np.log(dist))) / dist
          - np.sum(vol * n2 * pot1))
    ck = 0.3 * (3 * np.pi**2)**(2 / 3)
    cx = 0.75 * (3 / np.pi)**(1 / 3)
    kin = ck * np.sum(vol * ((n1 + n2)**(5 / 3) - n1**(5 / 3) - n2**(5 / 3)))
    exc = -cx * np.sum(vol * ((n1 + n2)**(4 / 3) - n1**(4 / 3) - n2**(4 / 3)))
    return es, kin, exc, np.sum(vol * n1)


es, kin, exc, count = frozen(R / BOHR)
assert abs(count - Z) < 2e-3
R_frozen = BOHR * brentq(lambda d: sum(frozen(d)[:3]) - e_c, 0.5, 1.6)
# two different approximate models: agreement of distances to 15 percent
assert abs(R_frozen / R - 1) < 0.15

print(f"laboratory energy: {E_LAB:.1f} eV")
print(f"relative energy E_c: {e_c * HARTREE:.1f} eV")
print(f"relative energy E_c: {e_c:.5f} hartree")
print(f"Coulomb constant: {COULOMB:.5f} eV angstrom")
print(f"Z^0.23: {Z**0.23:.5f}")
print(f"sum of screening coefficients: {C.sum():.5f}")
print(f"screening length a: {a:.5f} bohr = {a * BOHR:.5f} angstrom")
print(f"bare Coulomb distance b: {b:.4f} bohr = {b_ang:.4f} angstrom")
print(f"eps = a/b: {eps:.6f}")
for k, value in enumerate(iterates):
    print(f"Newton iterate x_{k}: {value:.8f}")
print(f"closest approach R: {R / BOHR:.5f} bohr = {R:.5f} angstrom")
print(f"ratio b/R: {b_ang / R:.3f}")
print(f"screening factor phi at R: {phi(x_root):.5f}")
print(f"phi' at the root: {dphi(x_root):.5f}")
print(f"bare Coulomb energy at R: {Z * Z * COULOMB / R:.1f} eV")
print(f"R from laboratory dynamics: {R_dyn:.5f} angstrom")
print(f"kinetic energy left at closest approach: {kinetic_left:.3f} eV")
print(f"b from laboratory dynamics: {b_dyn:.4f} angstrom")
print(f"slope of direct iteration at root: {slope:.3f}")
print("direct iteration x:", " ".join(f"{v:.3f}" for v in direct))
print(f"n = -dlnV/dlnR at R: {n_slope:.3f}")
print(f"R with potential 10% stronger: {R_strong:.4f} angstrom")
print(f"R with potential 10% weaker: {R_weak:.4f} angstrom")
print(f"R if 1000 eV is wrongly used as E_c: {R_wrong:.4f} angstrom")
print("frozen Hartree-Fock atoms (def2-TZVP) at the universal R:")
print(f"  electrostatic part: {es * HARTREE:.1f} eV")
print(f"  Thomas-Fermi kinetic part: {kin * HARTREE:.1f} eV")
print(f"  Dirac exchange part: {exc * HARTREE:.1f} eV")
print(f"  total: {(es + kin + exc) * HARTREE:.1f} eV")
print(f"closest approach, frozen atoms: {R_frozen:.4f} angstrom")
print(f"frozen-atom R relative to universal R: {100*(R_frozen/R-1):+.2f} %")
print("no test failed")
```

Running it gives:

```
laboratory energy: 1000.0 eV
relative energy E_c: 500.0 eV
relative energy E_c: 18.37466 hartree
Coulomb constant: 14.39965 eV angstrom
Z^0.23: 1.83489
sum of screening coefficients: 1.00007
screening length a: 0.24127 bohr = 0.12767 angstrom
bare Coulomb distance b: 10.6669 bohr = 5.6447 angstrom
eps = a/b: 0.022618
Newton iterate x_0: 0.00000000
Newton iterate x_1: 0.83101711
Newton iterate x_2: 2.05560134
Newton iterate x_3: 3.21009499
Newton iterate x_4: 3.75794039
Newton iterate x_5: 3.83027559
Newton iterate x_6: 3.83125213
Newton iterate x_7: 3.83125231
Newton iterate x_8: 3.83125231
closest approach R: 0.92436 bohr = 0.48915 angstrom
ratio b/R: 11.540
screening factor phi at R: 0.08666
phi' at the root: -0.03974
bare Coulomb energy at R: 5769.9 eV
R from laboratory dynamics: 0.48915 angstrom
kinetic energy left at closest approach: 500.000 eV
b from laboratory dynamics: 5.6443 angstrom
slope of direct iteration at root: -1.757
direct iteration x: 3.870 3.765 3.950 3.629 4.209 3.234 5.087
n = -dlnV/dlnR at R: 2.757
R with potential 10% stronger: 0.5062 angstrom
R with potential 10% weaker: 0.4707 angstrom
R if 1000 eV is wrongly used as E_c: 0.3756 angstrom
frozen Hartree-Fock atoms (def2-TZVP) at the universal R:
  electrostatic part: 161.1 eV
  Thomas-Fermi kinetic part: 443.1 eV
  Dirac exchange part: -46.1 eV
  total: 558.1 eV
closest approach, frozen atoms: 0.5087 angstrom
frozen-atom R relative to universal R: +4.00 %
no test failed
```
